# Why the mobility time does not set Dyakonov-Perel spin relaxation

**The argument under comment**

The author considers electrons in a (001) quantum well with Dresselhaus spin-orbit coupling and wants the relaxation rate of a spin polarization along the growth axis \(z\). The argument has three steps.

1. Spins precess about a field \(\mathbf\Omega(\mathbf k)\) that changes whenever \(\mathbf k\) is scattered. The rate is therefore \(\Gamma_{zz}=\langle\Omega^2\rangle\tau\), where \(\tau\) is the memory time of \(\mathbf k\).
2. The mobility measures the memory time of \(\mathbf k\), so \(\tau=\tau_{\rm mob}\). Electron-electron collisions conserve total momentum and need not be considered.
3. The cubic part of the coupling enters only through the value of \(\langle\Omega^2\rangle\); the same \(\tau\) serves for the whole field.

The first step is sound as an estimate for weak precession. The other two do not follow from it. The mobility measures how long the total momentum of the gas survives, whereas the spin rate depends on how long a pattern of spin over the directions of \(\mathbf k\) survives. I ask below what replaces \(\tau\), in a model where the collision operators can be worked out completely.

**Model and conventions**

I set \(\hbar=1\) and use Hartree atomic units. One subband is occupied, the band is parabolic with mass \(m\), there is no Rashba term, and the gas is nondegenerate: \(f_0\propto e^{-x}\) with \(x=k^2/k_T^2\) and \(k_T^2=2mkT\). Angle brackets denote the average over \(f_0\), including the angle \(\varphi\) of \(\mathbf k\). Since the density of states is constant in two dimensions, \(\langle x^n\rangle=\int_0^\infty x^ne^{-x}dx=n!\).

The spin-orbit term is \(H=\tfrac12\mathbf\Omega\cdot\boldsymbol\sigma\), so a spin obeys \(\dot{\mathbf s}=\mathbf\Omega\times\mathbf s\). Averaging the bulk Dresselhaus term over the subband, with \(\langle k_z\rangle=0\) and \(\kappa=\langle k_z^2\rangle=(\pi/L)^2\) for hard walls a distance \(L\) apart, gives

\[
\mathbf\Omega=2\gamma_D\,[\,k_x(k_y^2-\kappa),\;k_y(\kappa-k_x^2),\;0\,].
\]

Now insert \(k_x=k\cos\varphi\), \(k_y=k\sin\varphi\) and use

\[
\cos\varphi\sin^2\varphi=\tfrac14(\cos\varphi-\cos3\varphi),\qquad
\sin\varphi\cos^2\varphi=\tfrac14(\sin\varphi+\sin3\varphi).
\]

The field splits into \(\mathbf\Omega=\mathbf\Omega_1+\mathbf\Omega_3\), with

\[
\mathbf\Omega_1=\Omega_1(-\cos\varphi,\sin\varphi),\qquad
\mathbf\Omega_3=-\Omega_3(\cos3\varphi,\sin3\varphi),
\]
\[
\Omega_1=2\gamma_Dk\left(\kappa-\tfrac14k^2\right),\qquad \Omega_3=\tfrac12\gamma_Dk^3 .
\]

The cubic coupling thus does two things: it reduces the size of the first harmonic, as long as \(k^2<8\kappa\), and it creates a third one.

**Impurities: each harmonic has its own rate**

Let \(W(\theta)\,d\theta\) be the rate of elastic scattering through an angle \(\theta\), with \(W\) even. A distribution \(\psi(\varphi)\) decays as \(\dot\psi=-\int W(\theta)[\psi(\varphi)-\psi(\varphi+\theta)]d\theta\). For \(\psi=e^{in\varphi}\) the sine part integrates to zero and the decay rate is

\[
\gamma_n=\int W(\theta)(1-\cos n\theta)\,d\theta .
\]

The current is a first harmonic, so the mobility contains \(\gamma_1\) and carries no information on \(\gamma_3\). The two agree for isotropic scattering. For small angles \(1-\cos n\theta\approx n^2\theta^2/2\), and \(\gamma_3\) approaches \(9\gamma_1\).

For numbers I take \(W=(\nu_i/2\pi)\,e^{z(\cos\theta-1)}\). Since \(\frac1{2\pi}\int_{-\pi}^{\pi} e^{z\cos\theta}\cos n\theta\,d\theta=I_n(z)\), a modified Bessel function,

\[
\gamma_n=\nu_i\,e^{-z}[I_0(z)-I_n(z)] .
\]

**Electron-electron collisions: charge and spin differ**

For a contact interaction, electrons of equal spin do not scatter, because their orbital wave function vanishes at contact. Consider an up electron \(\mathbf k_1\) and a down electron \(\mathbf k_2\) going to \(\mathbf k_1',\mathbf k_2'\). With relative momentum \(\mathbf q=(\mathbf k_1-\mathbf k_2)/2\) the relative energy is \(q^2/m\), and the golden-rule rate contains

\[
\int d^2q'\,\delta\!\left(\frac{q^2-q'^2}{m}\right)=2\pi\cdot\frac12\int d(q'^2)\,\delta\!\left(\frac{q^2-q'^2}{m}\right)=\pi m .
\]

This does not depend on \(q\), and neither does the Born matrix element of a contact interaction. Every electron therefore collides with opposite spins at the same rate \(\nu\), and the outgoing relative direction is isotropic.

Write \(f_\sigma=f_0(1+g_\sigma)\). Energy conservation gives \(f_0(1)f_0(2)=f_0(1')f_0(2')\), so to first order

\[
\dot g_\uparrow(1)=-\nu\,\overline{\,g_\uparrow(1)+g_\downarrow(2)-g_\uparrow(1')-g_\downarrow(2')\,},
\]

where the bar averages over the thermal partner and the outgoing direction. A charge disturbance has \(g_\uparrow=g_\downarrow=g\), a spin disturbance has \(g_\uparrow=-g_\downarrow=g\). Hence

\[
L_cg=\nu\,\overline{g(1)+g(2)-g(1')-g(2')},
\]
\[
L_sg=\nu\,\overline{g(1)-g(2)-g(1')+g(2')} .
\]

For \(g=\mathbf k\) the first bracket vanishes by momentum conservation. This is the true part of the author's second step. The second bracket does not vanish. The outgoing momenta are \(\tfrac12(\mathbf k_1+\mathbf k_2)\pm q\mathbf n'\) with isotropic \(\mathbf n'\). Reversing \(\mathbf n'\) exchanges them, so \(g(1')\) and \(g(2')\) have equal averages and cancel. What remains is

\[
L_sg=\nu\,(g-\langle g\rangle).
\]

In this model every spin pattern with zero thermal average decays at \(\nu\), whatever its harmonic or energy dependence.

The calculation used spins along one axis. To first order in the polarization the background is unpolarized and invariant under spin rotations, if the spin splitting is neglected inside the collision. The same operator then acts on all three spin components. The exchange mean field is parallel to the total spin, and the torque it exerts is of second order in the polarization.

It is tempting to repair the argument by following one tagged electron instead of the total momentum. That is not enough. After one collision its mean momentum is \(\tfrac12(\mathbf k_1+\langle\mathbf k_2\rangle)=\tfrac12\mathbf k_1\), which gives a decay rate \(\nu/2\). The other half of \(\mathbf k_1\) has gone to an electron of opposite spin and enters the spin current with a minus sign. The two halves cancel, and the spin current decays at \(\nu\).

**The corrected relaxation rate**

Let the spin distribution be \(f_0(\mathbf s_0+\boldsymbol\delta)\), with \(\langle\boldsymbol\delta\rangle=0\). It obeys

\[
\dot{\mathbf s}_0+\dot{\boldsymbol\delta}=\mathbf\Omega\times(\mathbf s_0+\boldsymbol\delta)-L\boldsymbol\delta ,
\]

where \(L\) contains impurities and \(L_s\). At leading order in \(\Omega\) I drop \(\dot{\boldsymbol\delta}\), which is of order \(\Gamma\boldsymbol\delta\), and the part of \(\mathbf\Omega\times\boldsymbol\delta\) with zero average. This leaves \(L\boldsymbol\delta=\mathbf\Omega\times\mathbf s_0\). On harmonic \(n\neq0\) the operator \(L\) is multiplication by \(\gamma_n+\nu\), so

\[
\boldsymbol\delta=\sum_{n=1,3}\frac{\mathbf\Omega_n\times\mathbf s_0}{\gamma_n+\nu}.
\]

The thermal average of the kinetic equation is \(\dot{\mathbf s}_0=\langle\mathbf\Omega\times\boldsymbol\delta\rangle\), because \(\langle\mathbf\Omega\rangle=0\) and collisions conserve spin. Products of a first and a third harmonic average to zero over \(\varphi\). For equal harmonics,

\[
\mathbf\Omega_n\times(\mathbf\Omega_n\times\mathbf s_0)=\mathbf\Omega_n(\mathbf\Omega_n\cdot\mathbf s_0)-\Omega_n^2\,\mathbf s_0 .
\]

For \(\mathbf s_0\parallel z\) the first term is zero. For \(\mathbf s_0\) in the plane its angular average is \(+\tfrac12\Omega_n^2\mathbf s_0\). Therefore

\[
\Gamma_{zz}=\left\langle\frac{\Omega_1^2}{\gamma_1+\nu}+\frac{\Omega_3^2}{\gamma_3+\nu}\right\rangle,\qquad
\Gamma_{xx}=\Gamma_{yy}=\tfrac12\Gamma_{zz}.
\]

Two conditions enter. Precession between collisions must be weak, \(\Omega_n\ll\gamma_n+\nu\) for the electrons that matter. Also \(\Gamma\ll\nu\): fast electrons lose spin at a different rate from slow ones, elastic scattering cannot even this out, and in this model the energy profile of the spin returns to thermal form at the rate \(\nu\). The limit \(\nu\to0\) at fixed \(\Omega\) is therefore outside the formula.

If \(\gamma_1,\gamma_3\) do not depend on energy, the averages are elementary. With \(k^2=k_T^2x\) and \(b=k_T^2/4\),

\[
\langle\Omega_1^2\rangle=4\gamma_D^2k_T^2\langle x(\kappa-bx)^2\rangle=4\gamma_D^2k_T^2(\kappa^2-4\kappa b+6b^2),
\]
\[
\langle\Omega_3^2\rangle=\tfrac14\gamma_D^2k_T^6\langle x^3\rangle=\tfrac32\gamma_D^2k_T^6 .
\]

**What the mobility measures**

A force \(\mathbf F\) drives the charge distribution through \(-\mathbf F\cdot\partial f_0/\partial\mathbf k=f_0\,\mathbf F\cdot\mathbf k/(mkT)\). In the steady state

\[
(\gamma_1+L_c)\,g=\frac{\mathbf F\cdot\mathbf k}{mkT}.
\]

If \(\gamma_1\) is constant, \(L_c\mathbf k=0\) gives \(g=\mathbf F\cdot\mathbf k/(mkT\gamma_1)\). With \(\langle k_x^2\rangle=mkT\) the drift velocity is \(\langle\mathbf kg\rangle/m=\mathbf F/(m\gamma_1)\). So \(\tau_{\rm mob}=1/\gamma_1\), and \(\nu\) is absent.

If \(\gamma_1\) depends on energy, \(\mathbf k\) is no longer an eigenfunction of the impurity part, and collisions that conserve momentum still affect the mobility. They pass momentum from electrons that keep it long to electrons that lose it fast. With \(u=k_x/\sqrt{mkT}\), for which \(\langle u^2h(x)\rangle=\langle xh(x)\rangle\),

\[
\tau_{\rm mob}=\langle u\,(\gamma_1+L_c)^{-1}u\rangle=\max_h\left[\,2\langle uh\rangle-\langle h(\gamma_1+L_c)h\rangle\,\right].
\]

The second form holds for a symmetric positive operator: the maximum lies at \((\gamma_1+L_c)h=u\). The symmetry of \(L_c\) follows from the equal rates of a collision and its reverse. The same symmetry gives \(\langle hL_ch\rangle=\tfrac\nu4\langle\overline{[h(1)+h(2)-h(1')-h(2')]^2}\rangle\ge0\). Dropping this term can only raise the maximum, which gives the upper bound. The trial function \(h=cu\), for which \(L_cu=0\), gives \(2c-c^2\langle x\gamma_1\rangle\), largest at \(c=1/\langle x\gamma_1\rangle\). Hence

\[
\frac1{\langle x\gamma_1\rangle}\;\le\;\tau_{\rm mob}\;\le\;\left\langle\frac{x}{\gamma_1}\right\rangle .
\]

The mobility time stays above a positive bound however large \(\nu\) is, whereas \(\Gamma_{zz}\to\langle\Omega_1^2+\Omega_3^2\rangle/\nu\to0\). The two quantities cannot share one time.

**Numbers for the author's case**

I take round model parameters: \(m=0.07\), \(kT=5\times10^{-4}\) (158 K), \(L=300\), \(\gamma_D=5\), \(\nu_i=4\times10^{-4}\), \(z=2\). Fixing \(z\) makes the impurity rates independent of energy, so that electron-electron collisions leave the mobility unchanged, as the author assumes. The gap to the second subband is \(4.70\,kT\), so its Boltzmann factor is about 0.01. Its population is small, but its \(\kappa\) is four times larger, and an electron there has about 21 times the mean square field. Thermal occupation of that subband would raise \(\langle\Omega^2\rangle\) by about 18%. The numbers below leave it out and belong to the one-subband model.

With \(k_T=0.00837\) and \(\kappa=1.0966\times10^{-4}\) the closed forms give

\[
\langle\Omega_1^2\rangle=4.331\times10^{-11},\qquad \langle\Omega_3^2\rangle=1.286\times10^{-11}.
\]

The impurity rates are \(\gamma_1=3.730\times10^{-5}\) and \(\gamma_3=1.119\times10^{-4}\). Their ratio of 3 is a property of \(z=2\): the recurrence \(I_{n+1}=I_{n-1}-(2n/z)I_n\) gives \(I_2=I_0-I_1\) and \(I_3=I_1-2I_2=3I_1-2I_0\), hence \(I_0-I_3=3(I_0-I_1)\).

The author's recipe gives

\[
\Gamma_{\rm mob}=\frac{(4.331+1.286)\times10^{-11}}{3.730\times10^{-5}}=1.506\times10^{-6},
\]

a spin lifetime of 16 ps. For \(\nu=10^{-4}\) the corrected rate is

\[
\Gamma_{zz}=\frac{4.331\times10^{-11}}{1.373\times10^{-4}}+\frac{1.286\times10^{-11}}{2.119\times10^{-4}}
=(3.154+0.607)\times10^{-7}=3.76\times10^{-7},
\]

a lifetime of 64 ps. The recipe is too fast by a factor 4.0, although the mobility time, 0.65 ps, is correct. The factor is 2.6 at \(\nu=5\times10^{-5}\) and 12 at \(\nu=4\times10^{-4}\), with the mobility unchanged throughout.

For the values of \(\nu\) used here the third step of the argument causes a smaller error. It overestimates the rate by at most 18%, the value reached as \(\nu\to0\), and it outweighs the error of the second step only for \(\nu\) below about \(6\times10^{-6}\). The third harmonic supplies \(1.286/5.617=23\%\) of \(\langle\Omega^2\rangle\), but only 14% of \(\Gamma_{zz}\) at \(\nu=5\times10^{-5}\), since its larger \(\gamma_3\) suppresses it. Using \(\gamma_1\) for both harmonics there gives \(6.43\times10^{-7}\) instead of \(5.76\times10^{-7}\), an excess of 12% over the formula. At \(\nu=4\times10^{-4}\) the excess is 3%, because \(\nu\) then dominates both denominators. Electron-electron collisions thus hide the difference between \(\gamma_1\) and \(\gamma_3\) in this model.

Removing the impurities makes the conflict plain. The mobility time becomes infinite, and so does the author's rate. The corrected rate at \(\nu=10^{-4}\) is \(5.617\times10^{-11}/10^{-4}=5.62\times10^{-7}\), a lifetime of 43 ps. It is shorter than the 64 ps with impurities, since impurity scattering adds \(\gamma_1\) and \(\gamma_3\) to the denominators of the formula.

The formula was tested against the full spin kinetic equation on a grid of energies and angles, where no expansion in \(\Omega\) is made. The rate compared is the slowest one for a polarization along the chosen axis. For weak coupling the two agree, also for the in-plane factor \(\tfrac12\) and without impurities. At the actual coupling and \(\nu=5\times10^{-5}\) the full rate is \(5.744\times10^{-7}\), 0.2% below the formula. At \(\nu=10^{-4}\), halving a reduced coupling shrinks the relative correction by 3.9, close to the factor 4 of a correction quadratic in \(\Omega\).

**A second case: smooth disorder**

Let the squared impurity matrix element fall as \(e^{-q^2a^2/2}\) with momentum transfer \(q\). Since \(q^2=2k^2(1-\cos\theta)\), this is the same angular law with \(z=k^2a^2\), now dependent on energy. I keep \(\nu_i\) and set \(a=150\). The bounds become

\[
2.11\times10^4\le\tau_{\rm mob}\le7.35\times10^4 .
\]

At \(\nu=10^{-4}\) the mobility time is \(4.01\times10^4\), well below the upper bound, which is its value without electron-electron collisions. Here the statement that such collisions leave the mobility alone is false, although they conserve the current. Raising \(\nu\) to \(10^{-2}\) lowers \(\tau_{\rm mob}\) to \(2.16\times10^4\), a factor 1.9. Over the same range the formula for \(\Gamma_{zz}\) falls from \(3.79\times10^{-7}\) to \(5.58\times10^{-9}\), a factor 68. At \(\nu=10^{-4}\) the full kinetic equation at the actual coupling gives \(3.76\times10^{-7}\), 0.6% below the formula.

**How far the correction reaches**

These values are solutions of a kinetic equation, which itself requires scattering rates well below \(kT\). The impurities meet this condition only roughly: their total scattering rate is \(\nu_ie^{-2}I_0(2)=0.25\,kT\) in the first case, and in the second it reaches \(\nu_i=0.8\,kT\) for slow electrons. In the first case \(\nu/kT\) runs from 0.1 to 0.8, with \(\nu\) treated as a free parameter. A contact interaction of strength \(U\) gives \(\nu=mU^2n_\sigma/2\) in the golden rule, where \(n_\sigma\) is the density of opposite spins. A nondegenerate gas has \(n_\sigma\ll mkT/2\pi\), hence \(\nu/kT\ll(mU)^2/4\pi\), which is 0.08 for \(mU=1\). A weak contact interaction therefore cannot supply the values used here. They show how the formula depends on \(\nu\) and are no prediction for a sample. The values \(\nu=10^{-3}\) and \(10^{-2}\) in the second case exceed \(kT\) and display the mathematical limit alone.

The single rate \(\nu\) for all spin patterns rests on the contact interaction and on nondegenerate statistics. With a momentum-dependent interaction the outgoing direction is in general not isotropic, \(g(1')\) and \(g(2')\) no longer cancel, and a single electron-electron rate no longer serves all spin patterns. In a degenerate gas Pauli blocking changes the operator as well. The two times remain different in principle: momentum conservation protects the total momentum, and a collision between opposite spins still transfers momentum from one spin species to the other. Far below the Fermi temperature, however, Pauli blocking makes such collisions rare, and with impurities present their effect on the spin rate becomes small.

I recommend that the second step be withdrawn and the third restated. A measured mobility can supply \(\gamma_1\) if impurities, and not phonons, limit it and if the energy dependence of \(\gamma_1\) is weak. The rates \(\nu\) and \(\gamma_3\) have to come from a scattering model or from other measurements. The numerical output below lists the values for all cases.

## Computed results

```
thermal energy kT = 5.0e-04 Ha = 158 K
mass = 0.07 m_e; well width = 300 a0 = 15.9 nm
Dresselhaus constant = 5.0 a.u.
thermal wave number k_T = 0.00837 1/a0
mean k_z^2 = 1.0966e-04 1/a0^2
subband gap / kT = 4.70
Om1(k_T), Om3(k_T) = 7.711e-06, 1.464e-06 a.u.
<Om1^2>, <Om3^2> = 4.3309e-11, 1.2863e-11 a.u.
impurity strength nu_i = 4.0e-04 a.u., z = 2.0
g1, g3 = 3.7296e-05, 1.1189e-04 a.u.; g3/g1 = 3.000
e-e decay rates / nu (charge, spin, tagged electron):
  r=0 l=1: 0.00000, 1.00000, 0.50000
  r=1 l=1: 0.25000, 1.00000, 0.62500
  r=2 l=1: 0.37500, 1.00000, 0.68750
  r=0 l=2: 0.50000, 1.00000, 0.75000
  r=0 l=3: 0.75000, 1.00000, 0.87500
  r=1 l=3: 0.68750, 1.00000, 0.84375
weak-coupling test at nu = 1e-04 a.u.:
  Gamma_zz kinetic, formula = 3.76146e-07, 3.76146e-07 a.u.
  Gamma_xx/Gamma_zz kinetic = 0.50000
  correction ratio on halving the coupling = 3.934
mobility time 1/g1 = 2.6813e+04 a.u. = 0.6486 ps
rate from mobility time = 1.5061e-06 a.u.; life 16.06 ps
sweep, rates in a.u.: nu | formula | full kinetic | g1 for both
  then: third-harmonic share | naive/formula | life in ps
  5e-05 | 5.7557e-07 | 5.7439e-07 | 6.4346e-07
    0.1380 | 2.617 | 42.03
  1e-04 | 3.7615e-07 | 3.7579e-07 | 4.0913e-07
    0.1614 | 4.004 | 64.31
  2e-04 | 2.2375e-07 | 2.2365e-07 | 2.3671e-07
    0.1843 | 6.731 | 108.11
  4e-04 | 1.2417e-07 | 1.2415e-07 | 1.2845e-07
    0.2024 | 12.130 | 194.81
no impurities, nu = 1e-04: Gamma_zz = 5.6171e-07 a.u., life 43.06 ps
smooth disorder, correlation length 150 a0:
  mobility time bounds = 2.1135e+04, 7.3454e+04 a.u.
  weak-coupling kinetic, formula = 3.7868e-07, 3.7868e-07 a.u.
  nu | mobility time | Gamma_zz (a.u.)
  1e-04 | 4.0110e+04 | 3.7868e-07
  1e-03 | 2.5064e+04 | 5.2943e-08
  1e-02 | 2.1597e+04 | 5.5814e-09
```
